# Damped linear response and the Lorentzian-broadened stick spectrum: a numerical check

```python
"""Damped linear response versus a Lorentzian-broadened stick spectrum.

Result under test, with z = omega + i*gamma and gamma > 0:
  (E - z S) N = V,  alpha(z) = V.N,  E = [[A,B],[B,A]],  S = diag(1,-1),  V = (g,g)
  Im alpha(z) = sum_n mu_n^2 [ l(omega-w_n) - l(omega+w_n) ],  l(x) = gamma/(x^2+gamma^2)
  Im[z alpha(z)] = sum_n (f_n/2) [ l(omega-w_n) + l(omega+w_n) ],  f_n = 2 w_n mu_n^2
A, B: blocks of the electronic Hessian; g: dipole vector; w_n: excitation energies;
mu_n: transition dipoles; f_n: oscillator strengths for one field direction.
The complex equation is also solved as a real system for N = N_R + i N_I.
Hartree atomic units throughout.
"""
import numpy as np
from scipy.constants import physical_constants, fine_structure
from scipy.integrate import simpson
from scipy.linalg import expm


def build(A, B, g):
    n = len(g)
    E = np.block([[A, B], [B, A]])
    S = np.diag(np.r_[np.ones(n), -np.ones(n)])
    return E, S, np.r_[g, g]


def alpha_solve(E, S, V, z):
    """Polarizability from direct complex linear solves, one for each z."""
    z = np.atleast_1d(np.asarray(z, dtype=complex))
    matrices = E[None, :, :] - z[:, None, None] * S[None, :, :]
    rhs = np.broadcast_to(V[None, :, None], (len(z), len(V), 1))
    N = np.linalg.solve(matrices, rhs)[:, :, 0]
    return N @ V


def sticks(A, B, g):
    """Excitation energies and oscillator strengths from the reduced problem."""
    d, U = np.linalg.eigh(A - B)
    assert d.min() > 0 and np.linalg.eigvalsh(A + B).min() > 0
    M = (U * np.sqrt(d)) @ U.T
    w2, T = np.linalg.eigh(M @ (A + B) @ M)
    return np.sqrt(w2), 2 * (g @ M @ T) ** 2


def lorentz(x, gamma):
    return gamma / (x * x + gamma * gamma)


def coupled_matrix(E, S, omega, gamma):
    P = E - omega * S
    return np.block([[P, gamma * S], [gamma * S, -P]])


def check_model(A, B, g, gamma):
    """Linear solves against sticks, on a grid of frequencies."""
    E, S, V = build(A, B, g)
    w, f = sticks(A, B, g)
    mu2 = f / (2 * w)
    # Sticks again, from the full non-symmetric eigenproblem with metric norm.
    vals, vecs = np.linalg.eig(S @ E)
    assert np.max(np.abs(np.imag(vals))) < 1e-9
    order = np.argsort(vals.real)[len(g):]
    v = vecs[:, order].real
    norms = np.einsum('in,ij,jn->n', v, S, v)
    assert norms.min() > 0
    assert np.allclose(vals.real[order], w, atol=1e-9)
    assert np.allclose((V @ v) ** 2 / norms, mu2, atol=1e-8)
    grid = np.linspace(-1.5 * w[-1], 1.5 * w[-1], 101)
    a = alpha_solve(E, S, V, grid + 1j * gamma)
    minus = lorentz(grid[:, None] - w, gamma)
    plus = lorentz(grid[:, None] + w, gamma)
    assert np.allclose(a.imag, (minus - plus) @ mu2, atol=1e-9)
    broadened_f = (minus + plus) @ (f / 2)
    assert np.allclose(broadened_f, grid * a.imag + gamma * a.real, atol=1e-9)
    # Real coupled system against the complex solve, and its determinant.
    for omega, a_ref in zip(grid[::10], a[::10]):
        C = coupled_matrix(E, S, omega, gamma)
        assert np.allclose(C, C.T)
        eig = np.linalg.eigvalsh(C)
        assert eig[0] < 0 < eig[-1]
        sol = np.linalg.solve(C, np.r_[V, np.zeros(len(V))])
        NR, NI = sol[:len(V)], sol[len(V):]
        assert abs(V @ NR + 1j * (V @ NI) - a_ref) < 1e-8
        assert abs(gamma * (NR @ S @ NR + NI @ S @ NI) - a_ref.imag) < 1e-8
        det_formula = np.prod(np.abs(w**2 - (omega + 1j * gamma)**2) ** 2)
        assert np.isclose(np.linalg.det(C), det_formula, rtol=1e-7, atol=0)


# Generic stable Hessian with five excitations and non-diagonal A - B.
rng = np.random.default_rng(7)
R1, R2 = rng.normal(size=(2, 5, 5))
plus_block = np.diag(np.linspace(0.3, 0.9, 5)) + 0.03 * R1 @ R1.T
minus_block = np.diag(np.linspace(0.2, 0.8, 5)) + 0.03 * R2 @ R2.T
check_model((plus_block + minus_block) / 2, (plus_block - minus_block) / 2,
            rng.normal(size=5), 0.03)

# Worked model.
eps = np.array([0.20, 0.45])
K = np.array([[0.165, 0.08], [0.08, 0.035]])
g = np.array([1.0, 0.5])
omega, gamma = 0.32, 0.02
z = omega + 1j * gamma
A, B = np.diag(eps) + K, K
check_model(A, B, g, gamma)
E, S, V = build(A, B, g)
w, f = sticks(A, B, g)
mu2 = f / (2 * w)

# Undamped system is singular at resonance.
C_res = coupled_matrix(E, S, w[0], 0.0)
assert np.min(np.abs(np.linalg.eigvalsh(C_res))) < 1e-12

# Coupled real-imaginary solution at the working frequency.
C = coupled_matrix(E, S, omega, gamma)
sol = np.linalg.solve(C, np.r_[V, np.zeros(4)])
NR, NI = sol[:4], sol[4:]
alpha = V @ NR + 1j * (V @ NI)
norm_X = NR[:2] @ NR[:2] + NI[:2] @ NI[:2]
norm_Y = NR[2:] @ NR[2:] + NI[2:] @ NI[2:]

# Cramer's rule for the reduced 2 x 2 complex equation.
Q = A + B - z**2 * np.diag(1 / eps)
D = Q[0, 0] * Q[1, 1] - Q[0, 1] ** 2
p = 2 * np.array([g[0] * Q[1, 1] - g[1] * Q[0, 1],
                  g[1] * Q[0, 0] - g[0] * Q[0, 1]]) / D
q = z * p / eps
N_reduced = np.r_[(p + q) / 2, (p - q) / 2]
assert np.allclose(N_reduced, NR + 1j * NI, atol=1e-10)
assert abs(D - np.prod(w**2 - z**2) / np.prod(eps)) < 1e-12

# Weight of a stick: area of Im alpha near the first excitation, tiny damping.
eta, half_window, m = 1e-5, 0.1, 2000
theta_max = np.arctan(half_window / eta)
th = theta_max * (2 * (np.arange(m) + 0.5) / m - 1)
near = alpha_solve(E, S, V, w[0] + eta * np.tan(th) + 1j * eta).imag
area_stick = np.sum(near * eta / np.cos(th) ** 2) * 2 * theta_max / m
assert abs(area_stick / (np.pi * mu2[0]) - 1) < 1e-3  # cut Lorentzian tails

# Numerical convolution of an already damped response with a second Lorentzian.
g1, g2, m = 0.005, 0.015, 100000
th = np.pi * ((np.arange(m) + 0.5) / m - 0.5)
conv = np.mean(alpha_solve(E, S, V, omega + g2 * np.tan(th) + 1j * g1))
alpha_sum_width = alpha_solve(E, S, V, omega + 1j * (g1 + g2))[0]
assert abs(conv - alpha_sum_width) < 1e-7

# Time road: response to a unit kick, propagated, damped and transformed.
dt, steps = 0.05, 32000
U = expm(-1j * dt * S @ E)
state = 1j * S @ V
signal = np.empty(steps + 1, dtype=complex)
for k in range(steps + 1):
    signal[k] = V @ state
    state = U @ state
t = dt * np.arange(steps + 1)
assert np.allclose(signal, 2 * np.sin(np.outer(t, w)) @ mu2, atol=1e-8)
alpha_time = simpson(signal * np.exp(1j * z * t), dx=dt)
assert abs(alpha_time - alpha) < 1e-6

# Areas over positive frequencies, as half of full-axis integrals.
scale, m = 0.4, 4000
th = np.pi * ((np.arange(m) + 0.5) / m - 0.5)
x = scale * np.tan(th)
weight = scale / np.cos(th) ** 2 * np.pi / m
ax = alpha_solve(E, S, V, x + 1j * gamma)
area_response = 0.5 * np.sum(weight * x * ax.imag)
area_broadened = 0.5 * np.sum(weight * ((x + 1j * gamma) * ax).imag)
area_exact = np.pi / 2 * f.sum()
assert abs(area_response - area_exact) < 1e-7
assert abs(area_broadened - area_exact) < 1e-7
assert abs(f.sum() - 2 * g @ (A - B) @ g) < 1e-12

hartree_ev = physical_constants['Hartree energy in eV'][0]
bohr_angstrom = physical_constants['Bohr radius'][0] * 1e10
prefactor = 4 * np.pi * fine_structure
sigma_response = prefactor * omega * alpha.imag
sigma_broadened = prefactor * (z * alpha).imag


def c(value):
    return f"{value.real:.6f} {value.imag:+.6f}i"


print("orbital energy differences (Eh):", eps)
print("coupling K11, K12, K22 (Eh):", K[0, 0], K[0, 1], K[1, 1])
print("A11, A12, A22 (Eh):", *[f"{v:.3f}" for v in (A[0, 0], A[0, 1], A[1, 1])])
print("dipole vector g (e a0):", g)
print(f"omega = {omega:.2f} Eh = {omega*hartree_ev:.4f} eV")
print(f"gamma = {gamma:.2f} Eh = {gamma*hartree_ev:.4f} eV")
for n in range(2):
    print(f"state {n+1}: w = {w[n]:.6f} Eh = {w[n]*hartree_ev:.4f} eV, "
          f"f = {f[n]:.6f}, mu^2 = {mu2[n]:.6f} e^2 a0^2")
print("z^2 (Eh^2):", c(z**2))
print("reduced matrix Q11 (Eh):", c(Q[0, 0]))
print("reduced matrix Q12 (Eh):", c(Q[0, 1]))
print("reduced matrix Q22 (Eh):", c(Q[1, 1]))
print("determinant of Q (Eh^2):", c(D))
for i in range(2):
    print(f"p{i+1} (a.u.): {c(p[i])};  q{i+1} (a.u.): {c(q[i])}")
for name, r, im in zip(("X1", "X2", "Y1", "Y2"), NR, NI):
    print(f"{name} (a.u.): real part {r:.6f}, imaginary part {im:.6f}")
print(f"determinant of 8x8 real matrix (Eh^8): {np.linalg.det(C):.6e}")
print("alpha, coupled real system (a.u.):", c(alpha))
print("alpha, damped time signal (a.u.):", c(alpha_time))
print(f"|X|^2 = {norm_X:.6f} a.u., |Y|^2 = {norm_Y:.6f} a.u.")
print(f"gamma(|X|^2-|Y|^2) = {gamma*(norm_X-norm_Y):.6f} a.u.")
for n in range(2):
    print(f"Im alpha terms, state {n+1} (a.u.): "
          f"at +w {mu2[n]*lorentz(omega-w[n], gamma):.6f}, "
          f"at -w {-mu2[n]*lorentz(omega+w[n], gamma):.6f}")
stick_sum = np.sum(mu2 * (lorentz(omega-w, gamma) - lorentz(omega+w, gamma)))
print(f"Im alpha, sum of the four terms (a.u.): {stick_sum:.6f}")
print(f"widths {g1} + {g2} Eh, numerical convolution (a.u.):", c(conv))
print(f"stick 1 area {area_stick:.5f}, pi mu^2 {np.pi*mu2[0]:.5f} (e^2 a0^2)")
print(f"omega Im alpha = {omega*alpha.imag:.6f}, gamma Re alpha = "
      f"{gamma*alpha.real:.6f}, Im(z alpha) = {(z*alpha).imag:.6f} (e^2 a0^2)")
for label, s in (("damped response", sigma_response),
                 ("broadened strengths", sigma_broadened)):
    print(f"cross-section, {label}: {s:.6f} a0^2 = "
          f"{s*bohr_angstrom**2:.6f} angstrom^2")
print(f"areas (Eh e^2 a0^2): omega Im alpha {area_response:.6f}, "
      f"Im(z alpha) {area_broadened:.6f}, (pi/2) sum f {area_exact:.6f}")
print("omega (Eh) | Re alpha | Im alpha | omega Im alpha | Im(z alpha), a.u.")
for x in (0.0, 0.1, 0.2, 0.3, 0.4, 0.5, 0.6):
    a = alpha_solve(E, S, V, x + 1j * gamma)[0]
    print(f"{x:.2f} | {a.real:.5f} | {a.imag + 0.0:.5f} | "
          f"{x*a.imag + 0.0:.5f} | {((x+1j*gamma)*a).imag:.5f}")
print("all assertions hold")
```

Output:

```
orbital energy differences (Eh): [0.2  0.45]
coupling K11, K12, K22 (Eh): 0.165 0.08 0.035
A11, A12, A22 (Eh): 0.365 0.080 0.485
dipole vector g (e a0): [1.  0.5]
omega = 0.32 Eh = 8.7076 eV
gamma = 0.02 Eh = 0.5442 eV
state 1: w = 0.300000 Eh = 8.1634 eV, f = 0.202500, mu^2 = 0.337500 e^2 a0^2
state 2: w = 0.500000 Eh = 13.6057 eV, f = 0.422500, mu^2 = 0.422500 e^2 a0^2
z^2 (Eh^2): 0.102000 +0.012800i
reduced matrix Q11 (Eh): 0.020000 -0.064000i
reduced matrix Q12 (Eh): 0.160000 +0.000000i
reduced matrix Q22 (Eh): 0.293333 -0.028444i
determinant of Q (Eh^2): -0.021554 -0.019342i
p1 (a.u.): -9.653091 +11.302015i;  q1 (a.u.): -16.575147 +17.117915i
p2 (a.u.): 9.185830 -5.273988i;  q2 (a.u.): 6.766546 -3.342133i
X1 (a.u.): real part -13.114119, imaginary part 14.209965
X2 (a.u.): real part 7.976188, imaginary part -4.308060
Y1 (a.u.): real part 3.461028, imaginary part -2.907950
Y2 (a.u.): real part 1.209642, imaginary part -0.965928
determinant of 8x8 real matrix (Eh^8): 6.793364e-06
alpha, coupled real system (a.u.): -5.060176 +8.665021i
alpha, damped time signal (a.u.): -5.060176 +8.665021i
|X|^2 = 456.082186 a.u., |Y|^2 = 22.831140 a.u.
gamma(|X|^2-|Y|^2) = 8.665021 a.u.
Im alpha terms, state 1 (a.u.): at +w 8.437500, at -w -0.017542
Im alpha terms, state 2 (a.u.): at +w 0.257622, at -w -0.012559
Im alpha, sum of the four terms (a.u.): 8.665021
widths 0.005 + 0.015 Eh, numerical convolution (a.u.): -5.060176 +8.665021i
stick 1 area 1.06022, pi mu^2 1.06029 (e^2 a0^2)
omega Im alpha = 2.772807, gamma Re alpha = -0.101204, Im(z alpha) = 2.671603 (e^2 a0^2)
cross-section, damped response: 0.254270 a0^2 = 0.071203 angstrom^2
cross-section, broadened strengths: 0.244989 a0^2 = 0.068604 angstrom^2
areas (Eh e^2 a0^2): omega Im alpha 0.981748, Im(z alpha) 0.981748, (pi/2) sum f 0.981748
omega (Eh) | Re alpha | Im alpha | omega Im alpha | Im(z alpha), a.u.
0.00 | 3.92734 | 0.00000 | 0.00000 | 0.07855
0.10 | 4.26944 | 0.15423 | 0.01542 | 0.10081
0.20 | 5.92429 | 0.69832 | 0.13966 | 0.25815
0.30 | 3.18125 | 17.05223 | 5.11567 | 5.17930
0.40 | 1.76827 | 1.43735 | 0.57494 | 0.61030
0.50 | -0.82685 | 21.27309 | 10.63655 | 10.62001
0.60 | -4.42374 | 0.87186 | 0.52311 | 0.43464
all assertions hold
```
